**Pockels response of tetragonal barium titanate against field direction**

The program shows that a field along the polar axis $z$ does not bring in $r_{42}$, and that a perpendicular field component is needed. Here $r_{13}$, $r_{33}$ and $r_{42}$ are Pockels coefficients, $\eta$ is the inverse relative optical permittivity, and $\theta$ is the common angle of the static field and the optical displacement from $z$. The program projects random tensors onto the symmetry 4mm and asserts which components survive. It solves the Maxwell wave equation for $1/n^2$, where $n$ is the refractive index, and asserts that its field derivative agrees with the effective-coefficient formula over a grid of angles. Further assertions cover the best angle, the quadratic shift and polarization conversion in a crossed field, the sign reversal in antiparallel domains, and the walk-off angle. For the rough material values used, the effective coefficient is 100 pm/V along the axis, 794 pm/V at 53.7°, and zero at 90°. The output also sizes neglected effects, including clamped coefficients, partial field overlap, polarization switching and breakdown; the limits used for these are rough inputs.

## Check in Python

```python
"""
Result under test: in tetragonal barium titanate (point group 4mm, polar axis z)
a field along z never brings in the Pockels coefficient r42; a perpendicular
field component is needed, and the light must also be polarized obliquely.
With field and light polarization parallel, at angle theta from z:
  r_eff = cos(theta) * (r33 cos^2(theta) + (r13 + 2 r42) sin^2(theta))
Symbols: eta = inverse relative optical permittivity, d(eta)_ij = r_ijk E_k;
n_o, n_e = ordinary and extraordinary index; alpha, beta = angles from z of
the static field and of the optical displacement D, both in the xz plane.
Material values are rough typical ones. SI units inside the program.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar

PM = 1e-12
KV_CM = 1e5
wavelength = 1550e-9
n_o, n_e = 2.30, 2.27
r13, r33, r42 = 10 * PM, 100 * PM, 1000 * PM
clamped = (10 * PM, 40 * PM, 700 * PM)
voltage, gap = 1.0, 5e-6
field = voltage / gap
eta_o, eta_e = 1 / n_o**2, 1 / n_e**2
X, Y, Z = np.eye(3)


def pockels_tensor(c13, c33, c42):
    r = np.zeros((3, 3, 3))
    r[0, 0, 2] = r[1, 1, 2] = c13
    r[2, 2, 2] = c33
    r[0, 2, 0] = r[2, 0, 0] = r[1, 2, 1] = r[2, 1, 1] = c42
    return r


R_FREE = pockels_tensor(r13, r33, r42)


def impermeability(E, r=R_FREE, turn=np.eye(3)):
    """Tensor eta in the laboratory frame for a crystal turned by 'turn'."""
    local = np.diag([eta_o, eta_o, eta_e]) + r @ (turn.T @ E)
    return turn @ local @ turn.T


def plane_waves(k, eta):
    """Solve (1 - kk) e = (1/n^2) eps e; return 1/n^2, unit D, and e fields."""
    eps = np.linalg.inv(eta)
    values, vectors = eigh(np.eye(3) - np.outer(k, k), eps)
    e_fields = vectors[:, 1:]          # the first root is the static solution
    d = eps @ e_fields
    return values[1:], d / np.linalg.norm(d, axis=0), e_fields


def direction(angle):
    return np.array([np.sin(angle), 0.0, np.cos(angle)])


def inverse_n2(beta, E, r=R_FREE, turn=np.eye(3)):
    """1/n^2 of the wave whose D lies in the xz plane at angle beta from z."""
    k = np.array([np.cos(beta), 0.0, -np.sin(beta)])
    values, d, _ = plane_waves(k, impermeability(E, r, turn))
    return values[np.argmax(np.abs(direction(beta) @ d))]


def r_from_waves(alpha, beta, r=R_FREE, turn=np.eye(3)):
    h = 1e4
    up = inverse_n2(beta, h * direction(alpha), r, turn)
    down = inverse_n2(beta, -h * direction(alpha), r, turn)
    return (up - down) / (2 * h)


def r_general(alpha, beta):
    diagonal = r33 * np.cos(beta)**2 + r13 * np.sin(beta)**2
    return np.cos(alpha) * diagonal + r42 * np.sin(alpha) * np.sin(2 * beta)


def r_parallel(theta, c13=r13, c33=r33, c42=r42):
    c, s = np.cos(theta), np.sin(theta)
    return c * (c33 * c**2 + (c13 + 2 * c42) * s**2)


# --- Symmetry: project random tensors onto the invariants of 4mm ---
rng = np.random.default_rng(4)
quarter = np.array([[0., -1, 0], [1, 0, 0], [0, 0, 1]])
mirror = np.diag([-1., 1, 1])
group = [np.linalg.matrix_power(quarter, m) @ g
         for m in range(4) for g in (np.eye(3), mirror)]
t = rng.normal(size=(3, 3, 3))
t = t + t.transpose(1, 0, 2)
p = sum(np.einsum('ia,jb,kc,abc->ijk', g, g, g, t) for g in group) / 8
assert np.allclose(p, pockels_tensor(p[0, 0, 2], p[2, 2, 2], p[1, 2, 1]))
assert min(abs(p[0, 0, 2]), abs(p[2, 2, 2]), abs(p[1, 2, 1])) > 1e-6


def allowed_eta(E):
    """Random symmetric eta averaged over the operations that keep E."""
    keep = [g for g in group if np.allclose(g @ E, E)]
    m = rng.normal(size=(3, 3))
    m = m + m.T
    return len(keep), sum(g @ m @ g.T for g in keep) / len(keep)


ops_z, eta_z = allowed_eta(Z)
ops_x, eta_x = allowed_eta(X)
assert np.allclose(eta_z, np.diag([eta_z[0, 0], eta_z[0, 0], eta_z[2, 2]]))
assert abs(eta_x[0, 2]) > 1e-6 and np.allclose(eta_x[1, [0, 2]], 0)

# --- Effective coefficient: wave equation against the formula ---
for a in np.radians(np.arange(0, 181, 15)):
    for b in np.radians(np.arange(0, 181, 15)):
        assert abs(r_from_waves(a, b) - r_general(a, b)) < 1e-6 * r42
no_r42 = pockels_tensor(r13, r33, 0.0)
for b in np.radians([0, 20, 45, 70]):
    assert abs(r_from_waves(0, b) - r_from_waves(0, b, no_r42)) < 1e-6 * r42

# --- Best angle for parallel field and polarization ---
B = r13 + 2 * r42
assert 2 * B > 3 * r33
best = np.arccos(np.sqrt(B / (3 * (B - r33))))
r_best = 2 / 3 * B * np.cos(best)
search = minimize_scalar(lambda q: -r_from_waves(q, q) / r42,
                         bounds=(0, np.pi / 2), method='bounded',
                         options={'xatol': 1e-7})
assert abs(search.x - best) < 1e-4
assert abs(-search.fun * r42 / r_best - 1) < 1e-6
r42_share = 2 * r42 * np.sin(best)**2 * np.cos(best) / r_best


def index_change(theta):
    """Zero-field index and its change, from the full wave equation."""
    n0 = inverse_n2(theta, 0 * Z)**-0.5
    return n0, inverse_n2(theta, field * direction(theta))**-0.5 - n0


n_axis, dn_axis = index_change(0.0)
n_best, dn_best = index_change(best)
for n0, dn, r in ((n_axis, dn_axis, r33), (n_best, dn_best, r_best)):
    assert abs(dn / (-0.5 * n0**3 * r * field) - 1) < 2e-3  # next order in E
L_axis, L_best = (wavelength / (2 * abs(d)) for d in (dn_axis, dn_best))
dn_wrong = -0.5 * n_e**3 * r42 * field

# --- Field along y, light along x: axis rotation and conversion ---
values, d, _ = plane_waves(X, impermeability(field * Y))
z_mode = np.argmax(np.abs(d[2]))
dn_cross = values[z_mode]**-0.5 - n_e
dn_cross_formula = -0.5 * n_e**3 * (r42 * field)**2 / (eta_e - eta_o)
assert abs(dn_cross / dn_cross_formula - 1) < 4e-3  # fourth order in E
psi = 0.5 * np.arctan(2 * r42 * field / (eta_e - eta_o))
psi_waves = np.arctan(abs(d[1, z_mode] / d[2, z_mode]))
assert abs(psi_waves / psi - 1) < 1e-6
indices = values**-0.5
beat = wavelength / abs(indices[0] - indices[1])
lengths = np.linspace(0, beat, 2001)
phases = np.exp(2j * np.pi * np.outer(lengths, indices) / wavelength)
converted = np.max(np.abs(phases @ (d[1] * d[2]))**2)
assert abs(converted / np.sin(2 * psi)**2 - 1) < 1e-5

# --- Antiparallel domain: crystal turned by 180 degrees about y ---
half_turn = np.diag([-1., 1, -1])
r_reversed = r_from_waves(best, best, turn=half_turn)
assert abs(r_reversed / r_best + 1) < 1e-6
reversed_fraction = 0.10
domain_factor = ((1 - reversed_fraction) * r_best
                 + reversed_fraction * r_reversed) / r_best

# --- Estimate of r42 from a rigidly turning index ellipsoid ---
eps_a, P_s = 3000.0, 0.26


def turned_eta(E_perp):
    tilt = np.arctan(epsilon_0 * (eps_a - 1) * E_perp / P_s)
    c, s = np.cos(tilt), np.sin(tilt)
    turn = np.array([[c, 0, s], [0, 1, 0], [-s, 0, c]])
    return turn @ np.diag([eta_o, eta_o, eta_e]) @ turn.T


r42_rigid = (eta_e - eta_o) * epsilon_0 * (eps_a - 1) / P_s
slope = (turned_eta(1e3)[0, 2] - turned_eta(-1e3)[0, 2]) / 2e3
assert abs(slope / r42_rigid - 1) < 1e-6
E_perp = field * np.sin(best)
tilt = np.arctan(epsilon_0 * (eps_a - 1) * E_perp / P_s)
u = direction(best)
plus, zero, minus = (u @ turned_eta(s * E_perp) @ u for s in (1, 0, -1))
quadratic = abs((plus + minus - 2 * zero) / (plus - minus))
assert abs(quadratic / abs(np.tan(tilt) / np.tan(2 * best)) - 1) < 1e-6

# --- Walk-off between wave normal and energy flow at the best angle ---
k = np.array([np.cos(best), 0.0, -np.sin(best)])
_, d, e = plane_waves(k, impermeability(0 * Z))
m = np.argmax(np.abs(u @ d))
walk = np.arctan(abs(k @ e[:, m]) / abs(u @ e[:, m]))
walk_formula = np.arctan(n_best**2 * (eta_e - eta_o) * np.sin(2 * best) / 2)
assert abs(walk / walk_formula - 1) < 1e-6

# --- Other neglected effects, with rough limits ---
r_clamped = r_from_waves(best, best, pockels_tensor(*clamped))
assert abs(r_clamped / r_parallel(best, *clamped) - 1) < 1e-6
overlap = 0.4
coercive_bulk, coercive_film, breakdown = 1 * KV_CM, 20 * KV_CM, 500 * KV_CM
reverse = field * np.cos(best)
T_use, T_low, T_high = 300, 280, 400

deg = np.degrees
print(f"wavelength: {wavelength*1e9:.0f} nm; n_o = {n_o:.2f}, n_e = {n_e:.2f}")
print(f"r13, r33, r42 (rough): {r13/PM:.0f}, {r33/PM:.0f}, {r42/PM:.0f} pm/V")
print(f"voltage {voltage:.1f} V, gap {gap*1e6:.1f} um, "
      f"field {field/KV_CM:.2f} kV/cm")
print(f"eta_o = {eta_o:.5f}, eta_e = {eta_e:.5f}, "
      f"difference = {eta_e-eta_o:.5f}")
print(f"4mm operations kept: field along z {ops_z}, along x {ops_x}")
print("field parallel to light polarization, r_eff from wave equation:")
for q in (0, 15, 30, 45, 60, 75, 90):
    value = r_from_waves(np.radians(q), np.radians(q)) / PM
    print(f"  theta = {q:2d} deg: r_eff = {abs(value):.1f} pm/V")
print(f"best angle: {deg(best):.2f} deg; r_eff there: {r_best/PM:.1f} pm/V")
print(f"gain over field along c: {r_best/r33:.2f}")
print(f"share of r42 term at best angle: {100*r42_share:.1f} %")
print(f"field at 90 deg, D at 45 deg: r_eff = "
      f"{r_from_waves(np.pi/2, np.pi/4)/PM:.1f} pm/V")
print(f"field along c: index change {dn_axis:.3e}, "
      f"half-wave length {L_axis*1e3:.2f} mm")
print(f"wrong index change, r42 used for field along c: {dn_wrong:.3e}")
print(f"wrong / true index change along c: {dn_wrong/dn_axis:.2f}")
print(f"best angle: zero-field index {n_best:.4f}, index change {dn_best:.3e}")
print(f"best angle: half-wave length {L_best*1e3:.3f} mm")
print(f"half-wave voltage x length: along c {voltage*L_axis*100:.3f} V cm, "
      f"best {voltage*L_best*100:.4f} V cm")
print("field along y, light along x, launched along z:")
print(f"  axis rotation {deg(psi):.2f} deg, index change {dn_cross:.2e}")
print(f"  largest converted power {100*converted:.2f} %, "
      f"beat length {beat*1e6:.1f} um")
print(f"rigid-turn estimate: eps_a = {eps_a:.0f}, P_s = {P_s*100:.0f} uC/cm2, "
      f"r42 = {r42_rigid/PM:.0f} pm/V")
print("neglected effects (limits are rough):")
print(f"  clamped r13, r33, r42: {clamped[0]/PM:.0f}, {clamped[1]/PM:.0f}, "
      f"{clamped[2]/PM:.0f} pm/V")
print(f"  clamped r_eff at same angle: {r_clamped/PM:.1f} pm/V")
print(f"  field overlap {overlap:.1f}: half-wave length "
      f"{L_best/overlap*1e3:.2f} mm")
print(f"  {100*reversed_fraction:.0f} % reversed domains: r_eff times "
      f"{domain_factor:.2f}")
print(f"  reverse field along c: {reverse/KV_CM:.2f} kV/cm")
print(f"  coercive field: bulk {coercive_bulk/KV_CM:.0f}, "
      f"film {coercive_film/KV_CM:.0f} kV/cm")
print(f"  reverse / coercive: bulk {reverse/coercive_bulk:.2f}, "
      f"film {reverse/coercive_film:.3f}")
print(f"  breakdown {breakdown/KV_CM:.0f} kV/cm; field / breakdown "
      f"{field/breakdown:.4f}")
print(f"  polarization tilt {deg(tilt):.2f} deg; quadratic / linear response "
      f"{100*quadratic:.2f} %")
print(f"  walk-off {deg(walk):.2f} deg, over half-wave length "
      f"{L_best*np.tan(walk)*1e6:.1f} um")
print(f"  use at {T_use} K; tetragonal from {T_low} to {T_high} K; margins "
      f"{T_use-T_low} and {T_high-T_use} K")
print("all assertions hold")
```

Running it gives:

```
wavelength: 1550 nm; n_o = 2.30, n_e = 2.27
r13, r33, r42 (rough): 10, 100, 1000 pm/V
voltage 1.0 V, gap 5.0 um, field 2.00 kV/cm
eta_o = 0.18904, eta_e = 0.19407, difference = 0.00503
4mm operations kept: field along z 8, along x 2
field parallel to light polarization, r_eff from wave equation:
  theta =  0 deg: r_eff = 100.0 pm/V
  theta = 15 deg: r_eff = 220.2 pm/V
  theta = 30 deg: r_eff = 500.1 pm/V
  theta = 45 deg: r_eff = 746.0 pm/V
  theta = 60 deg: r_eff = 766.2 pm/V
  theta = 75 deg: r_eff = 487.1 pm/V
  theta = 90 deg: r_eff = 0.0 pm/V
best angle: 53.68 deg; r_eff there: 793.6 pm/V
gain over field along c: 7.94
share of r42 term at best angle: 96.9 %
field at 90 deg, D at 45 deg: r_eff = 1000.0 pm/V
field along c: index change -1.170e-04, half-wave length 6.63 mm
wrong index change, r42 used for field along c: -1.170e-03
wrong / true index change along c: 10.00
best angle: zero-field index 2.2893, index change -9.517e-04
best angle: half-wave length 0.814 mm
half-wave voltage x length: along c 0.663 V cm, best 0.0814 V cm
field along y, light along x, launched along z:
  axis rotation 2.27 deg, index change -4.64e-05
  largest converted power 0.63 %, beat length 51.5 um
rigid-turn estimate: eps_a = 3000, P_s = 26 uC/cm2, r42 = 514 pm/V
neglected effects (limits are rough):
  clamped r13, r33, r42: 10, 40, 700 pm/V
  clamped r_eff at same angle: 550.5 pm/V
  field overlap 0.4: half-wave length 2.04 mm
  10 % reversed domains: r_eff times 0.80
  reverse field along c: 1.18 kV/cm
  coercive field: bulk 1, film 20 kV/cm
  reverse / coercive: bulk 1.18, film 0.059
  breakdown 500 kV/cm; field / breakdown 0.0040
  polarization tilt 0.94 deg; quadratic / linear response 0.51 %
  walk-off 0.72 deg, over half-wave length 10.2 um
  use at 300 K; tetragonal from 280 to 400 K; margins 20 and 100 K
all assertions hold
```
